# Why dielectric surroundings move the gap more than the exciton line

A semiconducting sheet less than a nanometre thick is first suspended in vacuum and then embedded in an insulator. The energy needed to create a free electron and a free hole, the quasiparticle gap \(E_g\), can fall by several tenths of an electronvolt. So can the exciton binding energy \(E_b\), the energy that separates a bound pair into free carriers. Yet the lowest optical transition,

\[
E_{\rm opt}=E_g-E_b ,
\]

may move by only a few hundredths. Why do two large changes nearly cancel, and when do they fail to?

## The model

The sheet is a slab of thickness \(d\) and dielectric constant \(\varepsilon_s\). Below it lies a half-space of constant \(\varepsilon_1\), above it one of constant \(\varepsilon_2\), with \(1\le\varepsilon_1,\varepsilon_2\le\varepsilon_s\). Electron and hole move in the mid-plane \(z=0\) with reduced mass \(\mu\). The response is linear and static, and the surroundings change neither the intrinsic bands, nor \(\mu\), nor electron–hole exchange.

Let \(W(\rho)\) be the repulsion energy of two like elementary charges at in-plane separation \(\rho\), so that an electron and a hole interact through \(-W(\rho)\). With \(C=e^2/4\pi\epsilon_0\), the component of in-plane wave number \(q\) obeys

\[
-\frac{d}{dz}\!\left(\varepsilon\frac{dW}{dz}\right)+\varepsilon q^2W=4\pi C\,\delta(z).
\]

In an unbounded medium \(\varepsilon_s\) the decaying solution is \(a\,e^{-q|z|}\). Its slope jumps by \(-2qa\) at the charge, and the equation requires \(2qa\varepsilon_s=4\pi C\), so \(a=2\pi C/(\varepsilon_s q)\).

The interfaces add \(Ae^{qz}+Be^{-qz}\) inside the slab. Above the charge, the part decaying upward has amplitude \(a+B\). At \(z=d/2\) call its value \(u\), and call the value of the reflected part \(r\). Outside, the potential decays as \(e^{-qz}\). Continuity of \(W\) and of \(\varepsilon\,dW/dz\) gives

\[
\varepsilon_s(u-r)=\varepsilon_2(u+r)
\quad\Rightarrow\quad
r=p_2u,\qquad p_i=\frac{\varepsilon_s-\varepsilon_i}{\varepsilon_s+\varepsilon_i}.
\]

Here \(u=(a+B)e^{-qd/2}\) and \(r=Ae^{qd/2}\). With \(x=e^{-qd}\), this interface and the lower one give

\[
A=p_2x(a+B),\qquad B=p_1x(a+A).
\]

Substituting each equation into the other,

\[
A=a\frac{p_2x(1+p_1x)}{1-p_1p_2x^2},\qquad
B=a\frac{p_1x(1+p_2x)}{1-p_1p_2x^2}.
\]

The potential in the mid-plane is \(a+A+B\), or

\[
W(q)=\frac{2\pi C}{\varepsilon_sq}\,
\frac{(1+p_1x)(1+p_2x)}{1-p_1p_2x^2}.
\]

## Reading the answer as image charges

The unbounded solution \(a\,e^{-q|z|}\) is the transform of the Coulomb energy \(C/(\varepsilon_s\sqrt{\rho^2+z^2})\). A factor \(e^{-qs}\) therefore represents a charge displaced vertically by \(s\). For equal surroundings, \(p_1=p_2=p\), the fraction reduces to \((1+px)/(1-px)=1+2\sum_{n\ge1}p^nx^n\), and

\[
W(\rho)=\frac{C}{\varepsilon_s}\left[\frac1\rho+2\sum_{n=1}^{\infty}\frac{p^n}{\sqrt{\rho^2+n^2d^2}}\right].
\]

The first term is the direct interaction; the others come from images at heights \(\pm nd\). For unequal surroundings, expanding \(1/(1-p_1p_2x^2)\) gives total weights \(2(p_1p_2)^k\) at distance \(2kd\) for \(k\ge1\), and \((p_1+p_2)(p_1p_2)^k\) at distance \((2k+1)d\) for \(k\ge0\). Changing the surroundings changes the image weights but leaves the direct term alone.

## The gap

Build up one carrier's charge from zero. When a fraction \(\lambda\) is present, its images produce the potential energy \(\lambda W_{\rm im}(0)\) per unit fraction, where \(W_{\rm im}\) is \(W\) without the direct term. The work is

\[
\int_0^1\lambda W_{\rm im}(0)\,d\lambda=\tfrac12W_{\rm im}(0).
\]

A free electron and a free hole, far apart, each cost this energy. Write \(\delta W\) for \(W\) in the chosen surroundings minus \(W\) in vacuum. The two halves add to

\[
\Delta E_g=\delta W(0).
\]

For equal surroundings \(\varepsilon_m\), let \(p_m\) and \(p_v\) be the values of \(p\) for the medium and for vacuum. Since \(\sum_{n\ge1}p^n/n=-\ln(1-p)\) and \(1-p=2\varepsilon/(\varepsilon_s+\varepsilon)\),

\[
\Delta E_g=\frac{2C}{\varepsilon_sd}\ln\frac{1-p_v}{1-p_m}
=\frac{2C}{\varepsilon_sd}\ln\frac{\varepsilon_s+\varepsilon_m}{\varepsilon_m(\varepsilon_s+1)} .
\]

## The bound pair

The relative motion of the pair, with the gap included, is governed by

\[
H=E_g-\frac{\hbar^2}{2\mu}\nabla^2-W(\rho).
\]

Its lowest eigenvalue is \(E_{\rm opt}\). New surroundings add \(\delta W(0)\) through the gap and \(-\delta W(\rho)\) through the attraction, so the whole change of \(H\) is

\[
D(\rho)=\delta W(0)-\delta W(\rho).
\]

This is the change in the polarization energy of a neutral pair: two self-energies of \(\tfrac12\delta W(0)\) and one cross term of opposite sign. At \(\rho=0\) the charges coincide, their fields cancel, and the surroundings have nothing to respond to. Thus \(D(0)=0\), however strongly each separate carrier is affected.

The signs follow from the image weights. Differentiating the logarithm of \(W(q)\),

\[
\frac{\partial\ln W(q)}{\partial p_1}
=\frac{x}{1+p_1x}+\frac{p_2x^2}{1-p_1p_2x^2}
=\frac{x(1+p_2x)}{(1+p_1x)(1-p_1p_2x^2)}>0,
\]

and likewise for \(p_2\). A larger outside constant lowers \(p_i\), hence \(\delta W(q)\le0\). The angular integral of the inverse transform produces the Bessel function \(J_0\):

\[
D(\rho)=\int_0^\infty\frac{q\,dq}{2\pi}\,\delta W(q)\,[1-J_0(q\rho)]\le0,
\]

because \(J_0\le1\). In addition, all image weights are nonnegative and none rises when \(p_1\) or \(p_2\) falls, so \(\delta W(\rho)\le0\) and \(D(\rho)\ge\delta W(0)\).

These limits carry over to the energy. Using the vacuum ground state as a trial state for the new Hamiltonian gives \(\Delta E_{\rm opt}\le\langle D\rangle_{\rm vac}\). Using the new ground state as a trial state for the vacuum Hamiltonian gives \(\Delta E_{\rm opt}\ge\langle D\rangle_{\rm env}\). Therefore

\[
\Delta E_g\le\langle D\rangle_{\rm env}\le\Delta E_{\rm opt}\le\langle D\rangle_{\rm vac}\le0 .
\]

Within this model the optical line moves to the red, by no more than the gap. How much less depends on the size of the exciton.

## Small and large excitons

If the pair is much smaller than the slab thickness, each image distance \(s=nd\) greatly exceeds \(\rho\), and

\[
\frac1s-\frac1{\sqrt{\rho^2+s^2}}\simeq\frac{\rho^2}{2s^3}.
\]

Summing over the images for equal surroundings gives

\[
D(\rho)\simeq\frac{C\rho^2}{\varepsilon_sd^3}
\sum_{n=1}^{\infty}\frac{p_m^n-p_v^n}{n^3}\qquad(\rho\ll d).
\]

The shift that survives the cancellation starts quadratically in the pair size. This is a limiting law of the model. It overestimates the shift once the pair is comparable to \(d\), as in the numerical case below, and a real pair much smaller than \(d\) would not be confined to the mid-plane.

For the opposite limit, note that no image is closer than \(\rho\), and that the weights for equal surroundings, including the direct charge, sum to \((1+p)/(1-p)=\varepsilon_s/\varepsilon_m\). In vacuum this gives

\[
W(\rho)\le\frac{C}{\varepsilon_s}\,\frac{\varepsilon_s}{1}\,\frac1\rho=\frac C\rho .
\]

The vacuum binding energy cannot exceed that of two-dimensional hydrogen with attraction \(-C/\rho\). Its ground state \(e^{-\kappa\rho}\) satisfies

\[
-\frac{\hbar^2}{2\mu}\left(\kappa^2-\frac{\kappa}{\rho}\right)-\frac C\rho=E .
\]

Cancelling the \(1/\rho\) terms requires \(\kappa=2\mu C/\hbar^2\), and then \(E=-2\mu C^2/\hbar^2\). Since the surroundings weaken the binding,

\[
0\le\Delta E_{\rm opt}-\Delta E_g\le\frac{2\mu C^2}{\hbar^2}.
\]

As \(\mu\to0\) the right side vanishes while \(\Delta E_g\) stays fixed. The optical line then follows the gap, and the protection is lost.

## A numerical case

Take round model parameters: \(d=0.6\) nm, \(\varepsilon_s=12\), \(\mu=0.25\,m_e\), a vacuum gap of 2.5 eV, and \(C=1.440\) eV nm. For encapsulation by \(\varepsilon_m=4\),

\[
\Delta E_g=\frac{2(1.440)}{12(0.6)}\ln\frac{16}{4\times13}
=0.400\times(-1.1787)=-0.4715\ {\rm eV}.
\]

The binding energies require a numerical solution. The radial Schrödinger equation was discretized on a grid uniform in \(\sqrt\rho\), and the resulting matrix was diagonalized. The binding energy falls from 0.6625 to 0.2712 eV, a change of \(-0.3913\) eV, so

\[
\Delta E_{\rm opt}=-0.4715-(-0.3913)=-0.0802\ {\rm eV}.
\]

Four decimals are kept to make the subtraction visible, not because so simple a model deserves them. In round terms the gap falls by 470 meV and the optical line by 80 meV. Averaging \(D\) over the two computed ground states brackets the optical shift between \(-0.088\) and \(-0.074\) eV.

Other surroundings with constants up to 4 show the same pattern; for stronger screening on both sides the ratio keeps rising, to 0.24 at \(\varepsilon_1=\varepsilon_2=12\), where the optical shift is \(-0.18\) eV. The ratios below come from unrounded shifts.

| \(\varepsilon_1,\varepsilon_2\) | \(\Delta E_g\) (eV) | \(\Delta E_{\rm opt}\) (eV) | ratio |
|---|---:|---:|---:|
| 1, 4 | −0.32 | −0.04 | 0.14 |
| 2, 2 | −0.25 | −0.03 | 0.13 |
| 4, 4 | −0.47 | −0.08 | 0.17 |

The ratio can be estimated from the range of \(\delta W\). For encapsulation by 4, \(p_v=0.846\) and \(p_m=0.500\). The weight changes \(p_m^n-p_v^n\) for \(n=1\) to 4 are \(-0.35\), \(-0.47\), \(-0.48\) and \(-0.45\): the second to fourth images change more than the nearest ones, and the changes die off slowly beyond them (still \(-0.26\) at \(n=8\)). The nearest images alone would keep only \(d/\sqrt{\rho^2+d^2}=51\%\) of their central value at \(\rho=1\) nm. With all images summed, \(\delta W\) keeps 78% of its central value at \(\rho=1\) nm and falls to half only at 2.9 nm. The mean electron–hole distance is 0.77 nm in vacuum and 0.92 nm after encapsulation. Over such distances the attraction changes by nearly as much as the gap.

The first excited s state is larger, with a mean distance of 2.8 nm in vacuum and 4.5 nm after encapsulation. Its transition shifts by \(-0.24\) eV, 51% of the gap shift. The relative stability of the lowest line is therefore not shared by the whole exciton series.

Changing \(\mu\) varies the exciton size while leaving the gap shift untouched. At \(\mu=1\,m_e\) the mean vacuum distance is 0.28 nm and the optical shift is 4% of the gap shift. At \(0.1\,m_e\) the values are 1.4 nm and 30%; at \(0.01\,m_e\), 5.8 nm and 67%. At \(0.001\,m_e\) the distance is 33 nm and the fraction 92%. The hydrogen bound can be checked against this last case. With \(\hbar^2/2m_e=0.0381\) eV nm², it allows the two shifts to differ by at most \(1.440^2/38.1=0.0544\) eV, so the fraction must be at least \(1-0.0544/0.4715=0.88\).

## Limits of the model

The potential \(D(\rho)\) assumes surroundings that follow the relative motion at every instant. A part that responds too slowly for this can still relax around free carriers, and a static dielectric constant cannot describe its effect on a pair of finite size. Slowness alone does not spoil the cancellation for coinciding charges, however: they exert no field on the slow part either.

The cancellation at \(\rho=0\) does require the carriers to share the same plane. If they sit at heights \(z_e\) and \(z_h\), the change at zero in-plane separation is

\[
\tfrac12\delta W(z_e,z_e)+\tfrac12\delta W(z_h,z_h)-\delta W(z_e,z_h),
\]

where \(\delta W(z,z')\) is the change in interaction between charges at those heights. It need not vanish, because the pair now has a vertical dipole. This applies even within one sheet, where each carrier is spread across the thickness: for a \(\cos^2(\pi z/d)\) density the optical shift of the numerical case grows from \(-0.08\) to about \(-0.12\) eV.

The numbers also assume isotropic constants and an insulator that touches the slab. Layered sheets and insulators are anisotropic and are separated by a van der Waals gap. A vacuum gap of 0.1 nm on each side changes the two shifts of the numerical case to about \(-0.39\) and \(-0.04\) eV. The partial cancellation survives these changes, but the size of the optical shift is not a prediction for a particular material. Strain, charge transfer or hybridization with the surroundings can shift the bands themselves, and neutrality of the exciton gives no protection against that.
